\section*{The static exchange-correlation kernel of a meta-GGA in a periodic insulator}

\section{The physical situation}

In the optical absorption of an insulator the excited electron and its hole attract each other. The Bethe-Salpeter equation contains this attraction explicitly. In time-dependent density functional theory it must enter through the exchange-correlation kernel $f$ in the Dyson equation $\chi^{-1}=\chi_s^{-1}-v-f$, where $\chi_s$ is the Kohn-Sham density response and $v$ the Coulomb kernel. Light probes the long-wavelength element, or head, of the response. In an insulator $\chi_{s,00}(\mathbf q)=-A_sq^2$ at small $q$, as derived below. If only the head of $f$ is kept and $v$ is set aside, the Dyson equation gives $\chi_{00}=\chi_{s,00}/(1-f_{00}\chi_{s,00})$. In this head-only equation a head that stays finite, as the heads of LDA and GGA kernels do, drops out as $q\to0$. The short-wave elements of such a kernel can still change $\chi_{00}$ through local fields, which this equation omits. A head $f_{00}=\alpha/q^2$ survives and gives the denominator $1+\alpha A_s$. A meta-GGA depends on the kinetic energy density $\tau$, which is a nonlocal functional of the density, and this dependence produces such a head.

\section{Setting and conventions}

Rydberg units are used, so the Kohn-Sham Hamiltonian is $h=-\nabla^2+v_s$ and the three-dimensional Coulomb kernel is $8\pi/q^2$. With spin-degenerate orbitals, occupations $f_i=0,1$ and a factor 2 for spin,
\begin{equation}
n=2\sum_i f_i|\psi_i|^2,\quad \tau=2\sum_i f_i|\nabla\psi_i|^2,\quad T_s=\int\tau,\quad E_{xc}=\int\varepsilon(n,\nabla n,\tau).
\end{equation}
The orbitals belong to a local potential $v_s[n]$, so $\tau$ and $E_{xc}$ are implicit functionals of $n$ (the optimized effective potential, OEP, scheme). The kernel is the static one, $f=\delta^2E_{xc}/\delta n\,\delta n$. The system is a periodic insulator of volume $V$ with periodic boundary conditions and fixed particle number. Density variations integrate to zero, potentials are defined up to a constant, and $\chi_s^{-1}$ means the inverse on that space. A two-point kernel has the matrix
\begin{equation}
f_{GG'}(\mathbf q)=\frac1V\iint e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}f(\mathbf r,\mathbf r')e^{i(\mathbf q+\mathbf G')\cdot\mathbf r'},
\label{eq:fourier}
\end{equation}
so that operator products and inverses are matrix products and inverses. Angular brackets $\langle\cdot\rangle$ denote the cell average. We write $w(\mathbf r)=\partial\varepsilon/\partial\tau$ on the ground state. It is dimensionless, and $w=\bar w+\tilde w$ with $\bar w=\langle w\rangle$.

\section{Second variation of the energy}

Take the path $n+\eta n_1$, exactly linear in $\eta$. Then $n$ and $\nabla n$ have no second-order change, while $\tau(\eta)=\tau+\eta\tau_1+\tfrac12\eta^2\tau_2$. Differentiating $\varepsilon$ twice by the chain rule, with $y=(n_1,\nabla n_1,\tau_1)$ and $\varepsilon_{ab}$ the Hessian in the variables $(n,\nabla n,\tau)$,
\begin{equation}
\iint n_1 f n_1=\frac{d^2E_{xc}}{d\eta^2}=\int\sum_{ab}y_a\varepsilon_{ab}y_b+\int w\,\tau_2 .
\label{eq:second}
\end{equation}
The first-order change is $\tau_1=Dn_1$. The density change fixes the potential change $v_1=\chi_s^{-1}n_1$, which changes $\tau$ through $\chi_\tau=\delta\tau/\delta v_s$, so $D=\chi_\tau\chi_s^{-1}$. The last term of \eqref{eq:second} is the second variation of $W=\int w\tau$ with $w(\mathbf r)$ held fixed. We call its kernel $W_{nn}$.

\section{Constant $w$}

For $w=c$ one has $W=cT_s$. The eigenvalue sum is $E[v_s]=T_s+\int v_sn$. The Hellmann-Feynman theorem at fixed occupations gives $\delta E=\int n\,\delta v_s$, and the product rule gives $\delta E=\delta T_s+\int n\,\delta v_s+\int v_s\,\delta n$. Equating the two,
\begin{equation}
\frac{\delta T_s}{\delta n}=-v_s+\text{const},\qquad \frac{\delta^2T_s}{\delta n\,\delta n}=-\frac{\delta v_s}{\delta n}=-\chi_s^{-1}.
\label{eq:Ts}
\end{equation}
For $\varepsilon=\varepsilon_{\rm GGA}+c\tau$ all second derivatives of $\varepsilon$ involving $\tau$ vanish, and
\begin{equation}
f=f_{\rm GGA}-c\,\chi_s^{-1}
\label{eq:linear}
\end{equation}
holds exactly as a matrix equation. The Nazarov-Vignale approximation applies this form to a general meta-GGA with $c=\bar w$.

\section{Position-dependent $w$}

Let $v(\eta)=v_s+\eta v_1+\tfrac12\eta^2v_2$ be the potential that produces $n+\eta n_1$. Subscripts $v$ denote functional derivatives with respect to the potential. Order by order in $\eta$,
\begin{equation}
\chi_sv_1=n_1,\qquad n_{vv}[v_1,v_1]+\chi_sv_2=0,
\end{equation}
and the chain rule gives $d^2W/d\eta^2=W_{vv}[v_1,v_1]+\int W_vv_2$. Define $u=\delta W/\delta n$. The chain rule $W_v=\chi_su$ (with $\chi_s$ symmetric) is the OEP equation for $u$. Since $W_v(\mathbf r')=\int w(\mathbf r)\chi_\tau(\mathbf r,\mathbf r')$, it reads $\chi_su=\chi_\tau^\dagger w$ in Fourier components at $\mathbf q=0$. The source $W_v$ is periodic and has zero cell average, because a constant potential shift leaves $\tau$ unchanged, so $u$ follows from the block $G,G'\neq0$. Then $\int W_vv_2=\int u\,\chi_sv_2=-\int u\,n_{vv}[v_1,v_1]$, and with $v_1=\chi_s^{-1}n_1$
\begin{equation}
W_{nn}=\chi_s^{-1}\Big[W_{vv}-\int u\,n_{vv}\Big]\chi_s^{-1}.
\label{eq:Wnn}
\end{equation}
The bracket is a derivative of an ordinary response function. Consider
\begin{equation}
h_\lambda=-\nabla\cdot(1+\lambda w)\nabla+v-\lambda u
\end{equation}
with $w$ and $u$ fixed, eigenvalue sum $E_\lambda[v]$ and response $\chi_\lambda=\delta^2E_\lambda/\delta v\,\delta v$ (the first derivative is the density, by Hellmann-Feynman). Partial integration gives $\langle\psi|-\nabla\cdot w\nabla|\psi\rangle=\int w|\nabla\psi|^2$, so for every $v$
\begin{equation}
\partial_\lambda E_\lambda[v]\big|_0=W[v]-\int u\,n[v].
\end{equation}
One derivative with respect to $v$ gives $\partial_\lambda n=W_v-\chi_su=0$, so the perturbation leaves the density unchanged to first order. Two derivatives give the bracket of \eqref{eq:Wnn} as $\partial_\lambda\chi_\lambda|_0$. The derivatives commute because the gap makes $E_\lambda[v]$ smooth. Differentiating $\chi_\lambda\chi_\lambda^{-1}=1$ gives $\partial_\lambda\chi_\lambda^{-1}=-\chi_s^{-1}(\partial_\lambda\chi_\lambda)\chi_s^{-1}$, hence
\begin{equation}
W_{nn}[w]=-\,\partial_\lambda\chi_\lambda^{-1}\big|_{\lambda=0}.
\label{eq:main}
\end{equation}
For $w=c$, $u=-cv_s$ by \eqref{eq:Ts}, so $h_\lambda=(1+\lambda c)h$. The orbitals are unchanged, all energy denominators scale by $1+\lambda c$, $\chi_\lambda^{-1}=(1+\lambda c)\chi_s^{-1}$, and \eqref{eq:main} returns $-c\chi_s^{-1}$. Because $W$ is linear in $w$, $W_{nn}[w]=-\bar w\chi_s^{-1}+W_{nn}[\tilde w]$.

\section{Long-wavelength structure of the response}

The one-spin density matrix $\gamma$ commutes with the Hamiltonian. At first order $[h,\delta\gamma]+[\delta v,\gamma]=0$, whose matrix element between eigenstates is $(e_j-e_i)\delta\gamma_{ji}+(f_i-f_j)\delta v_{ji}=0$. The potential $e^{i(\mathbf q+\mathbf G')\cdot\mathbf r}$ connects $i=(n,\mathbf k)$ to $j=(n',\mathbf k+\mathbf q)$. Inserting $\delta\gamma$ into $\delta n=2\sum\delta\gamma_{ji}\psi_j\psi_i^*$ and $\delta\tau=2\sum\delta\gamma_{ji}\nabla\psi_j\cdot\nabla\psi_i^*$ and projecting on $e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}$,
\begin{align}
\chi_{s,GG'}&=\frac2V\sum_{ij}\frac{f_i-f_j}{e_i-e_j}\rho_G^*\rho_{G'},& \rho_G&=\int\psi_j^*e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}\psi_i,\nonumber\\
\chi_{\tau,GG'}&=\frac2V\sum_{ij}\frac{f_i-f_j}{e_i-e_j}t_G^*\rho_{G'},& t_G&=\int\nabla\psi_j^*\cdot e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}\nabla\psi_i .
\label{eq:chi}
\end{align}
Only pairs with one filled and one empty band contribute, and each weight is negative and bounded by the inverse gap. With $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}\phi_{n\mathbf k}$, the vertex $\rho_0=\langle\phi_{n'\mathbf k+\mathbf q}|\phi_{n\mathbf k}\rangle$ vanishes at $\mathbf q=0$ by orthogonality. The periodic parts obey $h_{\mathbf k}=(-i\nabla+\mathbf k)^2+v_s$, so $h_{\mathbf k+\mathbf q}=h_{\mathbf k}+\mathbf q\cdot\mathbf V+q^2$ with $\mathbf V=2(-i\nabla+\mathbf k)$. First-order perturbation theory gives $\langle\phi_{n\mathbf k}|\phi_{n'\mathbf k+\mathbf q}\rangle=\langle n|\mathbf q\cdot\mathbf V|n'\rangle/(e_{n'}-e_n)$, and its complex conjugate is
\begin{equation}
\rho_0=q\,\frac{\langle n'|\hat{\mathbf q}\cdot\mathbf V|n\rangle}{e_{n'\mathbf k}-e_{n\mathbf k}}+O(q^2).
\label{eq:kp}
\end{equation}
Degeneracies inside the filled or the empty set only rotate states within that set and drop out of the sums. The vertices $\rho_{G\neq0}$ and $t_G$ have finite limits. With $S=\mathrm{diag}(q,1,1,\dots)$ this means $\chi_s=S\tilde\chi S$ and $\chi_\tau=\tilde\chi_\tau S$, where $\tilde\chi$ and $\tilde\chi_\tau$ have finite limits that depend on the direction $\hat{\mathbf q}$. With $\tilde X=\tilde\chi^{-1}$,
\begin{equation}
[\chi_s^{-1}]_{00}=\frac{\tilde X_{00}}{q^2},\qquad[\chi_s^{-1}]_{G0}=\frac{\tilde X_{G0}}{q},\qquad D_{G0}=\frac{[\tilde\chi_\tau\tilde X]_{G0}}{q}.
\label{eq:scal}
\end{equation}
The last form follows from $D=\tilde\chi_\tau S\,S^{-1}\tilde XS^{-1}$.

The inverse exists if $\tilde\chi$ is negative definite. By \eqref{eq:chi}, $z^\dagger\tilde\chi z$ is a sum of squared moduli with negative weights, so it vanishes only if a uniform field combined with a periodic potential causes no interband transition. We assume this does not happen. It does happen in the limit of non-overlapping atoms, where a periodic sawtooth cancels the slope of the field on every atom and leaves a constant there, and $\tilde X_{00}$ diverges in that limit.

To evaluate $\tilde X_{00}$, write $\tilde\chi$ with head $\tilde\chi_{00}$, wing vector $\mathbf p$ and body $C$, and solve $\tilde\chi z=e_0$. The body rows give $\mathbf pz_0+Cz'=0$, so $z'=-C^{-1}\mathbf pz_0$. The head row gives $\tilde\chi_{00}z_0+\mathbf p^\dagger z'=1$, so
\begin{equation}
\tilde X_{00}=1/\sigma,\qquad\sigma=\tilde\chi_{00}-\mathbf p^\dagger C^{-1}\mathbf p .
\end{equation}
Since $C$ is negative definite, $\mathbf p^\dagger C^{-1}\mathbf p\le0$ and $\tilde\chi_{00}\le\sigma<0$. The head of the inverse is therefore at least as large in size as the inverse of the head. The Schur complement $\sigma$ measures the response to a long-wave potential when short-wave potentials hold the components $\delta n_{G\neq0}$ at zero.

\section{The coefficient of $1/q^2$}

By \eqref{eq:fourier} the head is the bilinear form \eqref{eq:second} evaluated on $e^{-i\mathbf q\cdot\mathbf r}$ and $e^{i\mathbf q\cdot\mathbf r}$, divided by $V$. For $n_1=e^{i\mathbf q\cdot\mathbf r}$, $y=e^{i\mathbf q\cdot\mathbf r}(1,i\mathbf q,y_\tau)$ with $y_\tau=\sum_GD_{G0}e^{i\mathbf G\cdot\mathbf r}$. The kernel $D(\mathbf r,\mathbf r')$ is real, so the left vector is $y^*$. With $s=\nabla n$,
\begin{align}
f_{00}&=\langle\varepsilon_{nn}\rangle+\langle\mathbf q\cdot\varepsilon_{ss}\cdot\mathbf q\rangle+2\,\mathrm{Re}\,B+\langle\varepsilon_{\tau\tau}|y_\tau|^2\rangle-\bar w[\chi_s^{-1}]_{00}+W_{nn}[\tilde w]_{00},\nonumber\\
B&=\langle(\varepsilon_{n\tau}-i\mathbf q\cdot\varepsilon_{s\tau})\,y_\tau\rangle .
\label{eq:head}
\end{align}
The $n$-$s$ cross terms are $\langle\varepsilon_{ns}\rangle\cdot(i\mathbf q-i\mathbf q)=0$.

By \eqref{eq:scal}, $y_\tau=Y(\mathbf r;\hat{\mathbf q})/q+O(1)$, so $B=b/q+O(1)$ with $b=\langle\varepsilon_{n\tau}Y\rangle$. This term does not reach the head. Reality of $D$ gives $Y(-\hat{\mathbf q})=Y(\hat{\mathbf q})^*$. Reversing $\hat{\mathbf q}$ also flips the sign of the scaled vertex \eqref{eq:kp} and of nothing else in the limit, so with $\Pi=\mathrm{diag}(-1,1,\dots)$ one has $\tilde\chi\to\Pi\tilde\chi\Pi$, $\tilde\chi_\tau\to\tilde\chi_\tau\Pi$ and $\tilde\chi_\tau\tilde X\to\tilde\chi_\tau\tilde X\Pi$, whose zeroth column changes sign. Hence $Y^*=-Y$, $b$ is imaginary and $\mathrm{Re}\,B=O(1)$. The first three terms of \eqref{eq:head} form the regular part.

For small $\lambda$ the Hamiltonian $h_\lambda$ built with $\tilde w$ is periodic and gapped, so \eqref{eq:scal} holds for it with $\mathbf V$ replaced by $\partial_{\mathbf k}h_{\lambda,\mathbf k}$. Collecting the $1/q^2$ terms, $f_{00}\to\alpha/q^2$ with
\begin{align}
\alpha&=\alpha_{\rm NV}+\alpha_{\rm fl}+\alpha_{\tau\tau},\nonumber\\
\alpha_{\rm NV}&=-\bar w\,\tilde X_{00},\qquad\alpha_{\rm fl}=-\partial_\lambda\tilde X_{\lambda,00}[\tilde w]\big|_0,\qquad\alpha_{\tau\tau}=\langle\varepsilon_{\tau\tau}|Y|^2\rangle .
\label{eq:alpha}
\end{align}
Each part vanishes when $\varepsilon$ does not depend on $\tau$. The statement that the strength is set by the averaged derivative $\bar w$ is exact for $\varepsilon=\varepsilon_{\rm GGA}+c\tau$. For other functionals the two further terms are of the same order in $q$, and no small parameter in this derivation suppresses them. In three dimensions the scaled vertex \eqref{eq:kp} is linear in $\hat{\mathbf q}$, so $\sigma$, its $\lambda$ derivative and $\sigma^2\alpha_{\tau\tau}$ are quadratic forms in $\hat{\mathbf q}$. Hence $\alpha$ can depend on the direction, except in a cubic crystal, where such forms are isotropic.

\section{Meaning and limits}

\paragraph{Sign.} Since $\tilde X_{00}<0$, $\alpha_{\rm NV}$ has the sign of $\bar w$. A negative $\alpha$ opposes the Coulomb term $8\pi/q^2$ and enhances the response, which is the direction of an electron-hole attraction.

\paragraph{Head and wings.} For the kernel $-c\chi_s^{-1}$ alone, the static Dyson equation gives $\chi^{-1}=(1+c)\chi_s^{-1}$, so $\chi_{00}=\chi_{s,00}/(1+c)$, which stays negative only for $c>-1$. Keeping only its head gives, from the first section, the denominator $1-f_{00}\chi_{s,00}=1+c\,\tilde\chi_{00}/\sigma$. Because $\tilde\chi_{00}/\sigma\ge1$, a head-only kernel with strength $\alpha_{\rm NV}$ acts at least as strongly as the full matrix. Since $SfS=-c\tilde X$ has a finite head, finite wings and a finite body, the $1/q$ wings and the body of $f$ both contribute at the same order as the head, and the factor $1+c$ is a result for the full matrix.

\paragraph{Polarization.} Write $\delta n=-\nabla\cdot\delta\mathbf P$ with longitudinal long-wave $\delta\mathbf P$, so $|\delta n_{\mathbf q}|^2=q^2|\delta P_{\mathbf q}|^2$. The second-order energy per volume is $\tfrac12\sum_{\mathbf q}f_{00}|\delta n_{\mathbf q}|^2\to\tfrac12\alpha\sum_{\mathbf q}|\delta P_{\mathbf q}|^2$. The coefficient $\alpha$ is the stiffness of $E_{xc}$ against a macroscopic polarization at fixed short-wave density. The orbitals carry the polarization, and $\tau$ responds to it in every cell of the crystal, through the periodic function $Y$. Its cell average vanishes. As $q\to0$, $t_0\to\langle j|-\nabla^2|i\rangle=-\langle j|v_s|i\rangle=-\sum_{G\neq0}v_{s,G}\rho_G$, so the zeroth row of $\tilde\chi_\tau$ is a combination of the rows $G\neq0$ of $\tilde\chi$, and $\langle Y\rangle=[\tilde\chi_\tau\tilde X]_{00}=0$. The real function $\mathrm{Im}\,Y$ therefore changes sign within the cell unless it vanishes.

\paragraph{The effective average.} The functional $w\mapsto\alpha_{\rm NV}+\alpha_{\rm fl}$ is linear, so it equals $\langle wK\rangle$ for a periodic weight $K$, the scaled second-order change of $\tau$. Setting $w=1$ gives $\langle K\rangle=-\tilde X_{00}>0$. The constant that would reproduce both terms is $c_{\rm eff}=\langle wK\rangle/\langle K\rangle$, and it equals $\bar w$ for all $w$ only if $K$ is uniform. Nothing above makes $K$ positive pointwise.

\paragraph{Metals.} Intraband pairs add terms with $\rho_0\to1$ and denominators of order $q$. For free electrons in one dimension, \eqref{eq:chi} gives $\chi_s=\frac1\pi\int dk\,(f_k-f_{k+q})/(k^2-(k+q)^2)$. The numerator is $+1$ on an interval of width $q$ near $k_F$ and $-1$ on one near $-k_F$, where the denominator $-(2kq+q^2)$ is $\mp2k_Fq$ to leading order. Each interval gives $-1/(2k_F)$, so $\chi_s\to-1/(\pi k_F)=-N(E_F)$. The term $-c\chi_s^{-1}$ is then finite and has no $1/q^2$ part.

\paragraph{Frequency.} The derivation is static. Using this kernel at optical frequencies is the adiabatic approximation, an added assumption that is not examined here.

\section{Worked example}

The model is a one-dimensional insulator with round parameters: lattice constant $a=4$ bohr, $G=2\pi/a=1.5708$ bohr$^{-1}$, two electrons per cell filling the lowest band, and $v_s=0.5\cos Gx+0.25\sin2Gx$ Ry, which has no inversion centre. The gap is $0.499$ Ry ($6.79$ eV) and $n$ runs from $0.224$ to $0.836$ bohr$^{-1}$. In one dimension $f$ has the unit Ry\,bohr and $\alpha$ Ry/bohr. The model functional is
\begin{equation}
\varepsilon=-An^2\Big[1+\frac{\beta t}{1+t}\Big],\qquad t=\frac{\tau-n'^2/4n}{\tau_0},\qquad\tau_0=\frac{\pi^2n^3}{12},
\end{equation}
with $A=0.5$ Ry\,bohr and $\beta=0.2$. Here $n'^2/4n=|(\sqrt n)'|^2$ is the one-orbital value of $\tau$, and $\tau_0=2k_F^3/3\pi$ with $k_F=\pi n/2$ is the uniform-gas value. Using $\frac{d}{dt}\frac{t}{1+t}=(1+t)^{-2}$ and $\partial t/\partial\tau=1/\tau_0$,
\begin{equation}
w=-\frac{12A\beta}{\pi^2n(1+t)^2}<0,\qquad\varepsilon_{\tau\tau}=\frac{2A\beta n^2}{\tau_0^2(1+t)^3}>0,
\end{equation}
so $\alpha_{\rm NV}<0$ and $\alpha_{\tau\tau}>0$. Across the cell $t$ runs from $0.051$ to $17.1$ and $w$ from $-0.1396$ to $-0.0017$, with $\bar w=-0.07524$.

The $\mathbf k\cdot\mathbf p$ limits on 48 $k$ points are $\tilde\chi_{00}=-2.683$ bohr/Ry and $\sigma=-1.3031$ bohr/Ry, so $\tilde X_{00}=1/\sigma=-0.76738$ Ry/bohr and $\tilde\chi_{00}/\sigma=2.683/1.303=2.06$. Then
\begin{align}
\alpha_{\rm NV}&=-(-0.07524)(-0.76738)=-0.05774\ \text{Ry/bohr},\nonumber\\
\alpha&=-0.05774-0.15004+0.02710=-0.1807\ \text{Ry/bohr},
\end{align}
that is $-1.48$ and $-4.65$ eV/\AA. The averaged term has the right sign but is only $0.32$ of the total in this model. Since $\alpha_{\rm fl}=\langle\tilde wK\rangle$ and $\alpha_{\rm NV}=\bar w\langle K\rangle$, their ratio depends on how the variation of $w$ overlaps with the weight $K$, and the range of $w$ alone does not fix it. The fluctuation term dominates. One model does not fix this ratio for other functionals or solids.

The effective constant is $c_{\rm eff}=(-0.05774-0.15004)/0.76738=-0.271$, which lies below the minimum $-0.1396$ of $w$. If $K$ were non-negative, $\langle wK\rangle/\langle K\rangle$ could not fall below $\min w$. The weight $K$ is therefore negative in part of the cell, and in this model no average of $w$ with a positive weight reproduces the strength.

At finite $q$, $q^2$ times the averaged term is $-0.05787$ and $-0.05777$ Ry/bohr at $q=0.02$ and $0.01$ bohr$^{-1}$, approaching $-0.05774$, and the $\tau\tau$ term is $0.02724$ and $0.02714$, approaching $0.02710$. The regular part is $-1.0328$ Ry\,bohr at both wave vectors. The coefficient $b$ is $0.00635\,i$ Ry, with a real part at rounding level. A constant $w=-0.1$ gives $\alpha=-(-0.1)(-0.76738)=-0.0767$ Ry/bohr. Free electrons at the same mean density have $k_F=0.7854$ bohr$^{-1}$ and $N(E_F)=0.4053$ (Ry\,bohr)$^{-1}$, and $q^2/\chi_s$ shrinks in magnitude by a factor of 4, from $-9.87\times10^{-4}$ to $-2.47\times10^{-4}$ Ry/bohr when $q$ is halved.

The numerical check tests \eqref{eq:Ts}, \eqref{eq:main} and \eqref{eq:head} against the definition of the kernel. On a ring of 8 cells of length $L$, with $q=0.19635$ bohr$^{-1}$, the density $n+2\eta\cos qx$ is inverted to its potential on a real-space grid. The second derivative of an energy with respect to $\eta$ is $2Lf_{00}$, since the cosine contains $\pm q$, $f_{00}$ is even in $q$, and $2q$ is not a reciprocal lattice vector. Definition and formula both give $25.543$ Ry\,bohr for $T_s$, $-5.7707$ for $\int w\tau$ and $-5.6829$ for $E_{xc}$, the last being $-1.92438-3.84636+1.12935-1.04151$. The asserted tolerance is $10^{-4}$, relative to the value for $T_s$ and to the sum of the moduli of the value and the averaged term for the other two. The ring has its own ground state and a finite $q$, so these numbers test the finite-$q$ formulas and not the limit. The limits \eqref{eq:alpha} are tested by extrapolating the finite-$q$ values, to $10^{-3}$ of the summed moduli of the three parts. The matrix identity $W_{nn}=-c\chi_s^{-1}$ holds at $q=0.02$ bohr$^{-1}$ with an error of $3\times10^{-10}$ relative to the matrix norm.

\section*{Values computed for the example and the checks}
\begin{verbatim}
a = 4.0 bohr, G = 1.57080 1/bohr, V1 = 0.5 Ry, V2 = 0.25 Ry
A = 0.5 Ry bohr, beta = 0.2, k points = 48
gap = 0.49922 Ry = 6.792 eV
n min, mean, max = 0.2238 0.5000 0.8362 1/bohr
indicator t min, max = 0.0510 17.1245
w min, max = -0.13956 -0.00165; wbar = -0.07524
lim chi_00/q^2 = -2.68297 bohr/Ry
lim Schur complement/q^2 = -1.30313 bohr/Ry
lim q^2 [chi^-1]_00 = -0.76738 Ry/bohr
relative change on cutting |G| from 18 to 14 G: 0.0e+00
alpha_NV = -0.05774 Ry/bohr
alpha_fl = -0.15004 Ry/bohr
alpha_tt = 0.02710 Ry/bohr
alpha_total = -0.18067 Ry/bohr
alpha_NV, alpha_total = -1.4845 -4.6453 eV/angstrom
alpha_NV/alpha_total = 0.3196
c_eff = -0.27076
b = lim qB: Re = -5.9e-18, Im = 0.00635 Ry
q = 0.02 1/bohr: q^2 f NV, fl, tt = -0.05787 -0.15005 0.02724 Ry/bohr
   regular part of f_00 = -1.0328 Ry bohr
q = 0.01 1/bohr: q^2 f NV, fl, tt = -0.05777 -0.15004 0.02714 Ry/bohr
   regular part of f_00 = -1.0328 Ry bohr
constant w = -0.1: alpha = -0.07674 Ry/bohr, matrix identity error 3.1e-10
ring: 8 cells, q = 0.19635 1/bohr, eta = 0.0001 1/bohr
ring head of T_s: definition 25.54285, formula 25.54285 Ry bohr
ring head of int w tau: definition -5.77074, formula -5.77074 Ry bohr
ring head of E_xc: definition -5.68290, formula -5.68290 Ry bohr
ring parts NV, fl, tt, regular = -1.92438 -3.84636 1.12935 -1.04151 Ry bohr
metal: kF = 0.78540 1/bohr, N(EF) = 0.40528 1/(Ry bohr)
metal q = 0.02: chi = -0.40531 1/(Ry bohr), q^2/chi = -9.87e-04 Ry/bohr
metal q = 0.01: chi = -0.40529 1/(Ry bohr), q^2/chi = -2.47e-04 Ry/bohr
\end{verbatim}
